Unbonded radius around a particle between two identical wafers

**Problem**

Two identical flat wafers, each of bending stiffness D = 4.5 N m, are bonded face to face. A particle of height h = 1 µm is trapped between them, far from the rim, and holds them apart over a circular void of radius R. Separating the bonded faces costs W = 0.1 J per square metre of interface; this W already includes both faces.

(a) Find R by minimising the energy.
(b) Find the force the particle must carry, and decide what kind of particle can carry it.

For part (a), take the particle as rigid, narrow compared with R, and not sinking into the wafers. The wafers are thin, isotropic, linearly elastic plates. The bonded region clamps them at r = R, the gas pressure is the same inside and outside the void, and the bond front can open or close until the energy is least.

**A tempting solution**

Picture the lower wafer as a flat table and the upper one as a sheet draped over the particle. The upper wafer is lifted by w₀ = h at the centre and lies flat at r = R.

Between the central force and the edge no load acts, so the plate equation is ∇⁴w = 0. With x = r/R, this says that the Laplacian of w is a harmonic function of x alone, of the form a + b ln x:

(1/x) d(x dw/dx)/dx = a + b ln x.

Multiplying by x and integrating once gives

dw/dx = (a/2 − b/4)x + (b/2)x ln x + c/x.

The slope must stay finite at the centre, so c = 0. A second integration, with w(0) = w₀, gives

w = w₀ + αx² + βx² ln x,

where α and β are new constants. Clamping requires w = 0 at x = 1, so α = −w₀. It also requires dw/dx = 2α + β = 0 there, so β = 2w₀. Hence

w = w₀(1 − x² + 2x² ln x).

The two principal curvatures are

d²w/dr² = (4w₀/R²)(ln x + 1),
(1/r) dw/dr = (4w₀/R²) ln x.

The bending energy of a plate with Poisson ratio ν is

U = (D/2) ∫ [(w″)² + (w′/r)² + 2ν w″w′/r] 2πr dr,

where primes mean d/dr. Inserting the curvatures and r dr = R²x dx,

U = (16πDw₀²/R²) ∫₀¹ x[(ln x + 1)² + ln²x + 2ν ln x (ln x + 1)] dx.

The integrals needed are ∫x dx = 1/2, ∫x ln x dx = −1/4 and ∫x ln²x dx = 1/4, all from 0 to 1. The part without ν is 2(1/4) + 2(−1/4) + 1/2 = 1/2. The part with ν is 2ν(1/4 − 1/4) = 0. Therefore

U = 8πDw₀²/R².

With w₀ = h, and with the lost adhesion πR²W added, the energy is

E = 8πDh²/R² + πR²W.

Its derivative vanishes when 16πDh²/R³ = 2πRW, so R⁴ = 8Dh²/W = 360 mm⁴ and R = 4.36 mm.

**Where it goes wrong**

The plate calculation is sound. The fault is the choice w₀ = h, which forbids the lower wafer to bend. That wafer is as flexible as the upper one, and nothing in the problem holds it flat. The particle fixes the sum of the two lifts, not each lift separately.

Let the upper wafer move by s and the lower by h − s in the opposite direction. At a given R their bending energy is

U₁ + U₂ = (8πD/R²)[s² + (h − s)²].

The derivative of the bracket is 2s − 2(h − s), which is zero at s = h/2. Its second derivative is 4, so this is a minimum. The bracket is then h²/2 instead of h²: sharing the lift halves the bending energy. The draped-sheet picture minimised over R but left out the minimisation over s.

**Solution of part (a)**

With w₀ = h/2 for each wafer, the pair stores

2 × 8πD(h/2)²/R² = 4πDh²/R².

Measured from the fully bonded state, the adhesion lost over the void is +πR²W. The height h is held fixed, so the particle does no work when R changes, and no further term is needed:

E(R) = 4πDh²/R² + πR²W.

A small void bends the wafers sharply; a large one gives up too much bonded area. The balance is at

dE/dR = −8πDh²/R³ + 2πRW = 0,

and multiplying by R³/(2πW) gives

R⁴ = 4Dh²/W,  R = (4Dh²/W)^(1/4).

The second derivative is 24πDh²/R⁴ + 2πW. At the stationary point Dh²/R⁴ = W/4, so it equals 6πW + 2πW = 8πW, which is positive. There is one positive stationary radius, and E grows without limit as R tends to zero or infinity, so this is the global minimum of the model.

For the given values,

R⁴ = 4(4.5 N m)(10⁻⁶ m)²/(0.1 J/m²) = 1.80 × 10⁻¹⁰ m⁴ = 180 mm⁴,

**R ≈ 3.7 mm**, or 3.66 mm before rounding. The void is about 7.3 mm across.

At R = 3.00 mm the bending and adhesion terms are 6.28 and 2.83 µJ, together 9.11 µJ. At 3.66 mm each is 4.215 µJ, together 8.43 µJ. At 4.50 mm they are 2.79 and 6.36 µJ, together 9.15 µJ. The two terms are equal at the minimum because one varies as R⁻² and the other as R².

The same balance can be read at the bond front. When the void grows, the bending energy released per unit of newly opened area is

(8πDh²/R³)/(2πR) = 4Dh²/R⁴ = D(2h/R²)².

Here 2h/R² is the curvature 4w₀/R² of each wafer at its edge. The front rests when this release equals W, so the edge curvature is √(W/D) = 0.149 m⁻¹, whatever the particle height.

**When the other answer applies**

For wafers of different stiffness D₁ and D₂, with lifts s₁ + s₂ = h, the quantity to minimise at fixed R is D₁s₁² + D₂s₂². Setting its derivative to zero gives D₁s₁ = D₂s₂, so s₁ = hD₂/(D₁ + D₂) and s₂ = hD₁/(D₁ + D₂). Substitution gives

D₁s₁² + D₂s₂² = h²D₁D₂/(D₁ + D₂).

The bending energy is 8π/R² times this. Minimising over R as before,

R⁴ = 8h²D₁D₂/[W(D₁ + D₂)].

Equal wafers give back 4Dh²/W. If D₂ tends to infinity, the result is 8D₁h²/W, the tempting answer. Thus 4.36 mm is right while one wafer is held flat on a rigid chuck. After release the equilibrium radius is 3.66 mm, but the void reaches it only if the bond front can close inward.

**Solution of part (b)**

The force on one wafer is the derivative of its bending energy with respect to its lift:

P = dU/dw₀ = 16πDw₀/R² = 8πDh/R².

At equilibrium R² = 2h√(D/W), so

P = 4π√(DW) = 4π√(0.45) N = 8.43 N.

The height has cancelled. A taller particle opens a wider void, but the force it carries is the same.

This force tests the assumption that the particle does not sink. Let it touch each wafer over a rigid flat disc of radius b, much smaller than the wafer thickness. The wafer then responds locally like an elastic half-space with modulus E′ = E_Y/(1 − ν²), where E_Y is Young's modulus. A unit point force displaces the surface at distance r by 1/(πE′r). Under a rigid disc the pressure is P/[2πb√(b² − r²)], so the displacement at the centre is

δ = ∫₀ᵇ {P/[2πb√(b² − r²)]} [1/(πE′r)] 2πr dr
 = [P/(πbE′)] ∫₀ᵇ dr/√(b² − r²) = P/(2bE′),

since the last integral is π/2. Numerical integration gives the same displacement at 0.3b and 0.6b from the centre, as a rigid disc requires.

Take rough values for silicon, E_Y = 150 GPa and ν = 0.2, so E′ = 156 GPa. A compact grain 1 µm wide has b = 0.5 µm at most. It is pressed fully into the two wafers when δ = h/2 on each side, that is, at

P = bE′h = 0.078 N.

The void needs a force about 100 times as large. Linear elasticity is stretched here, since the sinking is as large as b, but a factor of this size leaves no doubt. If the grain did hold, the mean pressure on it would be about 10⁴ GPa, far beyond what silicon can bear without yielding. The 3.7 mm result therefore does not describe a compact 1 µm grain. It describes a particle 1 µm high and much wider, such as a flake.

How wide can be found by including the sinking in the energy. The lift per unit force of each wafer becomes

C = R²/(16πD) + 1/(2bE′).

The pair stores 2 × (h/2)²/(2C) = h²/(4C). Differentiating h²/(4C) + πR²W with respect to R² gives

−h²/(64πDC²) + πW = 0,  so C = h/[8π√(DW)].

Putting this into the expression for C and solving for R²,

R² = 2h√(D/W) − 8πD/(bE′).

The right side is positive only if b > 4π√(DW)/(hE′) = P/(hE′) = 54 µm. This threshold belongs to the plate-plus-sinking model: near it the formula puts R below the wafer thickness, where plate theory fails. It marks the scale of width at which sinking takes over, not a sharp cutoff. In full axisymmetric elasticity, for wafers 0.70 mm thick, the void shrinks gradually and the force falls below 8.43 N: R is roughly 2.4 mm at b = 108 µm, 1.4 mm at b = 54 µm and 0.4 mm at b = 27 µm.

**Silicon wafers and the neglected effects**

With D = E′t³/12, the given stiffness corresponds to a silicon thickness t = 0.70 mm, close to that of ordinary 150 and 200 mm wafers. An adhesion work near 0.1 J/m² is a rough typical value for silicon wafers with oxidised, water-attracting surfaces, bonded at room temperature and not yet annealed. The lift of each wafer is only 0.0007 of its thickness, which supports the linear plate theory, and the edge bending stress E′t√(W/D)/2 is about 8 MPa.

The radius is only 5.2 thicknesses, however, so thin-plate theory is not very accurate. For a flake of radius 0.5 mm, with D, h and W held fixed, the estimated radii, and their changes relative to 3.66 mm, are:

- 3.32 mm (−9%) if the bonded region yields elastically, modelled as springs of stiffness 2E′/t per unit area;
- 3.91 mm (+7%) if the load is carried at the rim of the flake instead of at a point;
- 3.43 mm (−6%) with transverse shear;
- 3.46 mm (−6%) with sinking, which is 0.054 µm per wafer at 8.43 N;
- 3.16 mm (−14%) with all four together.

These are rough estimates. The shear and sinking models partly overlap near the flake, and the sinking formula assumes a contact much smaller than the wafer thickness, which a radius of 0.5 mm is not. Added together they overcorrect somewhat: full axisymmetric elasticity for an isotropic wafer on this flake gives about 3.3 mm (−10%), with a force near 7.9 N.

Gas pressure matters as well. The mean of the deflection shape over the void is ∫₀¹ 2x(1 − x² + 2x² ln x) dx = 1 − 1/2 − 1/4 = 1/4, so the void volume is πR²h/4. If the void is evacuated and the wafers stand in air at pressure p, opening it costs an extra ph/4 = 0.025 J/m² to first order in p. Replacing W by W + ph/4 in the ideal formula gives 3.46 mm; including the extra bending caused by the pressure itself changes this to 3.47 mm.

Silicon is also anisotropic: in the plane of a (001) wafer, Young's modulus runs from roughly 130 to 170 GPa, depending on direction. Two bonded pairs of isotropic wafers, one pair with each of these moduli but with equal thickness and Poisson ratio, would give radii about 7% apart, because the modulus enters as the fourth root. This is not the out-of-roundness of a single void. Along a stiffer direction the edge curvature is smaller, which offsets part of the difference in stiffness, and an outward bulge of the front strongly lowers the energy release there. For a (001) wafer, thin-plate theory with silicon's cubic stiffness gives an equilibrium front whose radius varies with direction by less than 1%. Finally, a real bond front may stop before reaching equilibrium, and the work gained on closing may be less than that needed to reopen the bond. Because R varies as W^(−1/4), halving the effective W raises the ideal radius by 19%. Most of the numerical values used here are collected in the numerical output.

Calculated quantities

```
Bending stiffness of each wafer: 4.5 N m
Spacer height: 1 um
Work of adhesion: 0.1 J/m^2
Rough silicon Young modulus: 150 GPa
Rough Poisson ratio: 0.2 (no unit)
Plane-strain modulus: 156.2 GPa
Implied wafer thickness: 0.702 mm
R^4 from formula: 180 mm^4
Unbonded radius, formula: 3.663 mm
Unbonded radius, numerical minimum: 3.663 mm
Unbonded diameter: 7.326 mm
At R=3.000 mm: bending 6.283, adhesion 2.827, total 9.111 uJ
At R=3.663 mm: bending 4.215, adhesion 4.215, total 8.430 uJ
At R=4.500 mm: bending 2.793, adhesion 6.362, total 9.154 uJ
Edge curvature: 0.1491 1/m
Edge bending stress: 8.17 MPa
Required central force: 8.43 N
Radius of compact grain: 0.5 um
Force pressing compact grain fully in: 0.0781 N
Required force / pressing-in force: 108 
Mean pressure on compact grain if it held: 1.07e+04 GPa
Smallest patch radius for an open void: 54 um
Patch radius for estimates: 0.5 mm
Mean pressure on this patch: 10.7 MPa
Sinking of this patch per wafer: 0.054 um
Radius with yielding bonded region: 3.32 mm (-9.3 %)
Radius with finite patch width: 3.91 mm (+6.6 %)
Radius with transverse shear: 3.43 mm (-6.2 %)
Radius with patch sinking: 3.46 mm (-5.5 %)
Radius with these four together: 3.16 mm (-13.7 %)
Radius with evacuated void in air, first order: 3.46 mm (-5.5 %)
Atmospheric pressure: 101.3 kPa
Pressure work per void area: 0.0253 J/m^2
Radius / wafer thickness: 5.22 (no unit)
Lift / wafer thickness: 0.00071 (no unit)
Rough low directional modulus: 130 GPa
Rough high directional modulus: 170 GPa
Radius spread from these moduli: 6.9 %
```
